# Marshall's Sign Rule on a Four-Site Ring and a Triangle: a program that tests the result

```python
"""Marshall's sign rule and power iteration for small Heisenberg clusters.

Result under test: for H = J sum S_i.S_j (spin 1/2, J > 0, each bond once)
the four-site ring has only nonpositive off-diagonal elements after the
sign change (-1)^(up spins on sites 2 and 4), and power iteration with
G = c - H gives E0 = -2J.  For the triangle no sign choice in the S^z
product basis works, and the mean sign of closed walks decays.
Symbols: J coupling (eV), c shift (eV), G projector, s_n mean sign of
closed n-step walks weighted by the absolute values of G.
"""
from itertools import product
import numpy as np
from scipy.constants import physical_constants

J = 0.1
c = J
HARTREE = physical_constants["Hartree energy in eV"][0]
SX = np.array([[0, 1], [1, 0]], complex) / 2
SY = np.array([[0, -1j], [1j, 0]]) / 2
SZ = np.array([[1, 0], [0, -1]], complex) / 2


def site_operator(op, site, n_sites):
    full = np.eye(1)
    for k in range(n_sites):
        full = np.kron(full, op if k == site else np.eye(2))
    return full


def heisenberg(n_sites, bonds):
    h = sum(J * site_operator(s, i, n_sites) @ site_operator(s, j, n_sites)
            for i, j in bonds for s in (SX, SY, SZ))
    assert np.abs(h.imag).max() < 1e-14
    return h.real


def sector(h, n_sites, twice_sz):
    states = list(product((1, -1), repeat=n_sites))
    keep = [k for k, s in enumerate(states) if sum(s) == twice_sz]
    return h[np.ix_(keep, keep)], [states[k] for k in keep]


def off_diagonal(m):
    return m - np.diag(np.diag(m))


def rayleigh(h, v):
    return v @ h @ v / (v @ v)


def label(state):
    return "".join("u" if s == 1 else "d" for s in state)


# ---------------- four-site ring ----------------
ring_full = heisenberg(4, [(0, 1), (1, 2), (2, 3), (3, 0)])
ring, states = sector(ring_full, 4, 0)
signs = np.array([(-1) ** ((s[1] == 1) + (s[3] == 1)) for s in states])
marshall = signs[:, None] * ring * signs[None, :]
off_before, off_after = off_diagonal(ring), off_diagonal(marshall)
linked = np.abs(off_before) > 1e-12
assert np.allclose(off_before[linked], J / 2)
assert np.allclose(off_after[linked], -J / 2)

# all sign patterns: only Marshall's choice and its negative succeed
good = [np.array(p) for p in product((1, -1), repeat=6)
        if (np.outer(p, p) * off_before).max() < 1e-12]
assert len(good) == 2
assert all(abs(p @ signs) == 6 for p in good)

levels = np.linalg.eigvalsh(ring)
assert np.allclose(levels / J, [-2, -1, 0, 0, 0, 1])
assert abs(np.linalg.eigvalsh(ring_full)[0] - levels[0]) < 1e-12

uniform = np.ones(6)
e_uniform_before = rayleigh(ring, uniform)
e_uniform_after = rayleigh(marshall, uniform)
assert np.allclose(ring @ uniform, J * uniform)
ground_original = np.linalg.eigh(ring)[1][:, 0]
assert abs(ground_original @ uniform) < 1e-12

G = c * np.eye(6) - marshall
assert G.min() > -1e-12
assert np.linalg.matrix_power(G / J, 4).min() > 0   # connected
neel = np.array([float(label(s) == "udud") for s in states])
first = G @ neel / J
second = G @ first / J
v = neel.copy()
energies = [rayleigh(marshall, v)]
for n in range(1, 61):
    v = G @ v
    v /= np.linalg.norm(v)
    energies.append(rayleigh(marshall, v))
    predicted = -2 * J + J / (1 + (2 / 3) * (9 / 4) ** n)
    assert abs(energies[-1] - predicted) < 1e-12
assert abs(energies[0] + J) < 1e-12
assert abs(energies[-1] + 2 * J) < 1e-12
is_neel = np.array([label(s) in ("udud", "dudu") for s in states])
assert np.allclose(v * np.sqrt(12), np.where(is_neel, 2, 1), atol=1e-8)

print(f"coupling J = {J:.4f} eV, shift c = {c:.4f} eV")
print("RING, sector Sz = 0")
print("states:", " ".join(label(s) for s in states))
print("Marshall signs:", " ".join(f"{s:+d}" for s in signs))
print("diagonal (eV):", " ".join(f"{x + 0.0:.3f}" for x in
                                 np.round(np.diag(ring), 10)))
print(f"linked pairs of states: {linked.sum() // 2}")
print(f"link element before: {off_before[linked][0]:+.4f} eV")
print(f"link element after:  {off_after[linked][0]:+.4f} eV")
print(f"successful sign patterns: {len(good)} of {2**6}")
print("levels (eV):", " ".join(f"{x + 0.0:.3f}" for x in
                               np.round(levels, 10)))
print(f"uniform vector, before: {e_uniform_before:+.5f} eV")
print(f"uniform vector, after:  {e_uniform_after:+.5f} eV")
print("(G/J) on udud:  ", " ".join(f"{x:.2f}" for x in np.abs(first)))
print("(G/J)^2 on udud:", " ".join(f"{x:.2f}" for x in np.abs(second)))
for n in (0, 1, 2, 3, 5, 10, 20):
    print(f"energy after {n:2d} steps: {energies[n]:.8f} eV")
print(f"energy after 60 steps: {energies[60]:.8f} eV"
      f" = {energies[60] / HARTREE:.6f} hartree")
print(f"E0/J = {energies[60] / J:.8f}")
print("final amplitudes:", " ".join(f"{x:.4f}" for x in v))

# ---------------- triangle ----------------
tri_full = heisenberg(3, [(0, 1), (1, 2), (2, 0)])
tri, tri_states = sector(tri_full, 3, 1)
tri_off = off_diagonal(tri)
assert np.allclose(tri, -J / 4 * np.eye(3) + J / 2 * (1 - np.eye(3)))
bad_pairs = [int((np.outer(p, p) * tri_off > 1e-12).sum() // 2)
             for p in product((1, -1), repeat=3)]
assert min(bad_pairs) == 1
loop = tri[0, 1] * tri[1, 2] * tri[2, 0]
rng = np.random.default_rng(5)
for _ in range(50):
    phase = np.exp(2j * np.pi * rng.random(3))
    t = phase.conj()[:, None] * tri * phase[None, :]
    assert abs(t[0, 1] * t[1, 2] * t[2, 0] - loop) < 1e-14
assert abs(loop - J**3 / 8) < 1e-14

e_true = np.linalg.eigvalsh(tri_full)[0]
forced = np.diag(np.diag(tri)) - np.abs(tri_off)
e_forced = np.linalg.eigvalsh(forced)[0]
assert abs(e_true + 0.75 * J) < 1e-12
assert abs(e_forced + 1.25 * J) < 1e-12
T = c * np.eye(3) - tri
u3 = np.ones(3)
e_stuck = rayleigh(tri, T @ u3)
assert np.allclose(tri @ u3, 0.75 * J * u3)
w = np.array([1.0, 0.0, 0.0])
for _ in range(60):
    w = T @ w
    w /= np.linalg.norm(w)
e_signed = rayleigh(tri, w)
assert abs(e_signed - e_true) < 1e-12
assert w.min() < 0 < w.max()


def sign_formula(n):
    return ((2 * 1.75**n + 0.25**n) / (2.25**n + 2 * 0.75**n))


def sign_from_walks(n):
    signed = absolute = 0.0
    for middle in product(range(3), repeat=n - 1):
        path = (0,) + middle + (0,)
        weight = 1.0
        for a, b in zip(path[:-1], path[1:]):
            weight *= T[b, a] / J
        signed += weight
        absolute += abs(weight)
    return signed / absolute


walk_signs = {n: sign_from_walks(n) for n in range(1, 9)}
for n, s in walk_signs.items():
    assert abs(s - sign_formula(n)) < 1e-10
s20 = (np.linalg.matrix_power(T / J, 20)[0, 0]
       / np.linalg.matrix_power(np.abs(T) / J, 20)[0, 0])
assert abs(s20 - sign_formula(20)) < 1e-10
assert abs(s20 / (2 * (7 / 9) ** 20) - 1) < 1e-6
walks_needed = {n: (1 / s**2 - 1) / 0.1**2
                for n, s in ((8, walk_signs[8]), (20, s20))}

print("TRIANGLE, sector Sz = 1/2")
print("states:", " ".join(label(s) for s in tri_states))
print(f"diagonal {tri[0, 0]:+.4f} eV, link {tri[0, 1]:+.4f} eV")
print(f"loop product / J^3 = {loop / J**3:+.4f}")
print(f"fewest positive pairs, all 8 patterns: {min(bad_pairs)} of 3")
print(f"true lowest energy: {e_true:.5f} eV"
      f" = {e_true / HARTREE:.6f} hartree")
print(f"energy with signs forced negative: {e_forced:.5f} eV")
print(f"uniform start stays at: {e_stuck:+.5f} eV")
print(f"signed power iteration, 60 steps: {e_signed:.5f} eV")
print("its amplitudes:", " ".join(f"{x:+.4f}" for x in w))
for n in (1, 2, 4, 8):
    print(f"mean sign, {n} steps, all walks listed: {walk_signs[n]:.5f}")
print(f"mean sign, 20 steps, matrix powers: {s20:.5f}")
for n, m in walks_needed.items():
    print(f"walks for 10 percent error, {n} steps: {m:.0f}")
print("checks complete")
```

It prints:

```
coupling J = 0.1000 eV, shift c = 0.1000 eV
RING, sector Sz = 0
states: uudd udud uddu duud dudu dduu
Marshall signs: -1 +1 -1 -1 +1 -1
diagonal (eV): 0.000 -0.100 0.000 0.000 -0.100 0.000
linked pairs of states: 8
link element before: +0.0500 eV
link element after:  -0.0500 eV
successful sign patterns: 2 of 64
levels (eV): -0.200 -0.100 0.000 0.000 0.000 0.100
uniform vector, before: +0.10000 eV
uniform vector, after:  -0.16667 eV
(G/J) on udud:   0.50 2.00 0.50 0.50 0.00 0.50
(G/J)^2 on udud: 1.50 5.00 1.50 1.50 1.00 1.50
energy after  0 steps: -0.10000000 eV
energy after  1 steps: -0.16000000 eV
energy after  2 steps: -0.17714286 eV
energy after  3 steps: -0.18836364 eV
energy after  5 steps: -0.19746472 eV
energy after 10 steps: -0.19995491 eV
energy after 20 steps: -0.19999999 eV
energy after 60 steps: -0.20000000 eV = -0.007350 hartree
E0/J = -2.00000000
final amplitudes: 0.2887 0.5774 0.2887 0.2887 0.5774 0.2887
TRIANGLE, sector Sz = 1/2
states: uud udu duu
diagonal -0.0250 eV, link +0.0500 eV
loop product / J^3 = +0.1250
fewest positive pairs, all 8 patterns: 1 of 3
true lowest energy: -0.07500 eV = -0.002756 hartree
energy with signs forced negative: -0.12500 eV
uniform start stays at: +0.07500 eV
signed power iteration, 60 steps: -0.07500 eV
its amplitudes: +0.8165 -0.4082 -0.4082
mean sign, 1 steps, all walks listed: 1.00000
mean sign, 2 steps, all walks listed: 1.00000
mean sign, 4 steps, all walks listed: 0.71441
mean sign, 8 steps, all walks listed: 0.26776
mean sign, 20 steps, matrix powers: 0.01313
walks for 10 percent error, 8 steps: 1295
walks for 10 percent error, 20 steps: 580288
checks complete
```
